# Fragment angles after p-wave electron attachment to a diatomic molecule

A slow electron can be captured by a molecule AB, and the temporary anion can break into A and B⁻. This is an elementary bond-breaking event of the kind that low-energy electrons cause in resists and precursor gases. In a gas crossed by an electron beam, the directions of the fragments carry information about the capture.

The target is a diatomic in a Σ electronic state. Its axis points in all directions with equal probability. The beam has direction \(\hat{\mathbf k}\), and \(\theta\) is the angle between \(\hat{\mathbf k}\) and the velocity of B⁻. One anion state takes part, with electronic angular momentum \(\Lambda\hbar\) along the axis: \(\Lambda=0\) for Σ, \(\Lambda=\pm1\) for Π. Spin–orbit coupling is neglected.

## (a) How does capture depend on the beam direction?

**Question.** Find the angular factor of the capture amplitude for a molecule with a fixed axis. Which transitions are forbidden to a p wave?

**Solution.** Let \(\chi(R)\) be the initial vibrational function and \(\psi(R)\) the nuclear function of the dissociating anion. In the Born–Oppenheimer approximation the electronic coupling \(V_\Lambda\) is found at fixed \(R\), and

\[
A_\Lambda(\hat{\mathbf k})=\int dR\,\psi^*(R)\,V_\Lambda(R,\hat{\mathbf k})\,\chi(R).
\]

Take the molecular axis as polar axis and the centre of mass as origin. The incident wave is

\[
e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{l,m} i^l j_l(kr)\,Y_{lm}^*(\hat{\mathbf k})\,Y_{lm}(\hat{\mathbf r}).
\]

The coupling is linear in this wave, so it is a sum of terms \(Y_{lm}^*(\hat{\mathbf k})V_{lm}(R)\). Here \(l\) labels the incident wave far from the molecule. The molecular field may mix partial waves on the way in; that mixing is contained in \(V_{lm}\).

A rotation of all electrons about the axis leaves the Hamiltonian unchanged, so angular momentum along the axis is conserved. The target contributes zero and the electron \(m\), hence \(m=\Lambda\):

\[
A_\Lambda=\sum_l Y_{l\Lambda}^*(\hat{\mathbf k})\,M_{l\Lambda},\qquad
M_{l\Lambda}=\int dR\,\psi^*V_{l\Lambda}\chi .
\]

If a single \(l\) contributes, \(|A_\Lambda|^2=|Y_{l\Lambda}(\hat{\mathbf k})|^2|M_{l\Lambda}|^2\). The dependence of the coupling on bond length then affects the yield and not the shape. The same holds for loss of the electron before dissociation, provided the loss rate depends on \(R\) alone, since \(\psi\) is then the same for every orientation.

Two symmetries restrict the transitions.

- Reflect the electrons in the plane containing the beam and the axis. The plane wave is unchanged. A Σ⁺ state keeps its sign and a Σ⁻ state changes it, so the amplitude for Σ⁺→Σ⁻ or Σ⁻→Σ⁺ equals its own negative and vanishes at every angle. Below, Σ→Σ means equal reflection signs.
- In a homonuclear molecule, invert the electrons through the centre. A p wave is odd, so p-wave capture requires a change between g and u.

In a heteronuclear molecule inversion symmetry is absent. The s wave is then allowed for Σ→Σ, though not for Σ→Π, where \(m=\pm1\) requires \(l\ge1\); the d wave is allowed for both. Pure p-wave capture is then an assumption about the coupling.

## (b) What are the fragment distributions?

**Question.** Let only \(l=1\) contribute, and let the fragments separate along the axis before it turns. Find the normalized distributions for Σ→Σ and Σ→Π, and the fraction of fragments within an angle \(\alpha\) of the beam line, counting both of its ends.

**Solution.** Separation along the original axis is called axial recoil. It makes \(\theta\) equal to the angle between beam and axis at capture. Since all axis directions are equally likely, the fragment distribution is proportional to the capture probability.

For Σ→Σ, \(|Y_{10}|^2=3\cos^2\theta/(4\pi)\). Its integral over solid angle is one, so

\[
I_\Sigma(\theta)=\frac{3}{4\pi}\cos^2\theta .
\]

For Σ→Π, \(|Y_{11}|^2=|Y_{1,-1}|^2=3\sin^2\theta/(8\pi)\). Reflection symmetry makes the two values of \(|M_{1\Lambda}|\) equal. The components are orthogonal electronic states which the detector does not distinguish, so their probabilities add. The sum is proportional to \(\sin^2\theta\), and \(2\pi\int_{-1}^{1}(1-x^2)dx=8\pi/3\) gives

\[
I_\Pi(\theta)=\frac{3}{8\pi}\sin^2\theta .
\]

An electron arriving along the axis has no angular momentum about it and cannot populate a Π state from a Σ state. A p wave with \(m=0\) has a node in the plane perpendicular to the beam, which removes Σ→Σ fragments there.

Both laws have the form

\[
I(\theta)=\frac{1+\beta P_2(\cos\theta)}{4\pi},\qquad P_2(x)=\frac{3x^2-1}{2}.
\]

Since \(\cos^2\theta=(1+2P_2)/3\) and \(\sin^2\theta=2(1-P_2)/3\), the anisotropy is \(\beta=2\) for Σ→Σ and \(\beta=-1\) for Σ→Π.

With \(c=\cos\alpha\), the two cones contain

\[
F_\Sigma=3\int_c^1x^2dx=1-c^3,
\]

\[
F_\Pi=\frac32\int_c^1(1-x^2)dx=1-\frac{3c-c^3}{2}.
\]

For \(\alpha=30^\circ\), \(c=0.866\), and the fractions are 0.350 and 0.026. An isotropic distribution would give \(1-c=0.134\).

## (c) What does rotation do?

**Question.** The axis turns through an angle \(\delta\) before the fragments are free. Find the new \(\beta\), first for fixed \(\delta\), then for a thermal gas of classical rotors with \(\delta=\omega\tau\), where \(\omega\) is the angular speed at capture.

**Solution.** In an isotropic gas every plane of rotation through a given axis is equally likely. We neglect the small change of angular momentum on capture. A fragment seen at \(\theta\) came from an axis at \(\theta_0\), with

\[
\cos\theta_0=\cos\theta\cos\delta+\sin\theta\sin\delta\cos\varphi
\]

and \(\varphi\) uniform. In the average of the square, the cross term vanishes and \(\cos^2\varphi\) gives one half:

\[
\langle\cos^2\theta_0\rangle=\cos^2\theta\cos^2\delta+\tfrac12(1-\cos^2\theta)(1-\cos^2\delta).
\]

Inserting this in \(P_2\) and collecting terms,

\[
\langle P_2(\cos\theta_0)\rangle=\tfrac14(3\cos^2\theta-1)(3\cos^2\delta-1)=P_2(\cos\theta)P_2(\cos\delta).
\]

Thus \(\beta\) is multiplied by \(P_2(\cos\delta)\).

Let \(I_0=\mu R_0^2\) be the moment of inertia at the initial bond length \(R_0\), with \(\mu\) the reduced mass. The two angular velocity components perpendicular to the axis are Gaussian with variance \(s^2=k_BT/I_0\). Hence \(u=\omega/s\) has density \(u\,e^{-u^2/2}\). Since \(P_2(\cos\delta)=\frac14+\frac34\cos2\delta\), we need, with \(b=2s\tau\),

\[
\int_0^\infty u\,e^{-u^2/2}\cos(bu)\,du=1-bS(b),\qquad
S(b)=\int_0^\infty e^{-u^2/2}\sin(bu)\,du,
\]

by partial integration. Differentiating \(S\) reproduces the left-hand integral, so \(S'=1-bS\) with \(S(0)=0\). The solution is

\[
S(b)=e^{-b^2/2}\int_0^b e^{y^2/2}dy=\sqrt2\,D(b/\sqrt2),\qquad D(x)=e^{-x^2}\int_0^x e^{y^2}dy,
\]

where \(D\) is Dawson's function. The thermal factor multiplying \(\beta\) is therefore

\[
G=\frac14+\frac34\left[1-2\sqrt2\,s\tau D(\sqrt2\,s\tau)\right]
=1-\frac{3}{\sqrt2}\,s\tau\,D(\sqrt2\,s\tau).
\]

For \(s\tau\ll1\), \(D(x)\simeq x\) and \(G\simeq1-3s^2\tau^2\): this is the quantitative meaning of dissociating before rotating. For \(s\tau\gg1\), \(D(x)\simeq1/(2x)\) and \(G\to1/4\). In this limit the pattern does not vanish, because each axis stays in its plane of rotation. The limits are \(\beta=1/2\) and \(\beta=-1/4\). The approach is not monotonic: \(G\) first falls to a minimum of 0.036 at \(s\tau=1.06\), where the distribution is almost isotropic, and then rises towards \(1/4\).

## (d) How far does a dissociating molecule turn?

**Question.** The anion starts at rest at \(R_0\) on the potential \(E\,e^{-(R-R_0)/a}\), where \(E\) is the kinetic energy release. Find \(\tau\), and evaluate it for two atoms of 16 u, \(R_0=0.12\) nm, \(E=2\) eV, \(a=0.03\) nm and 300 K.

**Solution.** Conservation of angular momentum gives \(R^2\dot\phi=R_0^2\omega\), where \(\phi\) is the angle of the axis. Neglecting the rotational energy beside \(E\), energy conservation gives

\[
\dot R=v_\infty\sqrt{1-e^{-(R-R_0)/a}},\qquad v_\infty=\sqrt{2E/\mu}.
\]

Integrating \(d\phi=(\dot\phi/\dot R)\,dR\) gives a total angle \(\delta=\omega\tau\) with

\[
\tau=\int_{R_0}^\infty\frac{R_0^2}{R^2}\,\frac{dR}{v_\infty\sqrt{1-e^{-(R-R_0)/a}}}.
\]

The factor \(R_0^2/R^2\) makes \(\tau\) finite: rotation slows as the fragments separate.

With \(\mu=8\) u, \(v_\infty=6946\) m/s, and each fragment moves at 3473 m/s. If the full speed were reached at once, \(\tau\) would be \(R_0/v_\infty=17.3\) fs. Numerical quadrature gives 22.3 fs; the gradual start adds the other 5 fs.

The moment of inertia is \(1.913\times10^{-46}\) kg m², so \(s=4.65\) rad/ps. The rms angular speed is \(\sqrt2\,s=6.58\) rad/ps, corresponding to a period of 955 fs. The deflection at this speed is

\[
\delta=6.58\times10^{12}\ \mathrm{s^{-1}}\times22.3\times10^{-15}\ \mathrm{s}=0.147\ \mathrm{rad}=8.4^\circ .
\]

Numerical integration of the planar motion, with rotational energy included, also gives \(8.4^\circ\). With \(s\tau=0.104\), the thermal factor is \(G=0.968\). Rotation lowers \(|\beta|\) by about 3%.

## (e) Does a long delay always spoil the pattern?

**Question.** Suppose that the anion waits for a time \(t\) at \(R_0\) before separating. Treat Σ→Σ quantum mechanically for a target in rotational level \(J\), with all projections \(M\) equally populated. What happens for \(J=0\)?

**Solution.** Sudden p-wave capture multiplies the rotational function by \(\cos\theta\):

\[
\cos\theta\,Y_{JM}=a_{J+1}Y_{J+1,M}+a_JY_{J-1,M},\qquad a_J^2=\frac{J^2-M^2}{4J^2-1}.
\]

The two terms have energies \(\hbar^2J'(J'+1)/(2I_0)\) with \(J'=J\pm1\). Their relative phase advances at the rate

\[
\Omega=\frac{\hbar}{2I_0}\left[(J+1)(J+2)-(J-1)J\right]=\frac{(2J+1)\hbar}{I_0}.
\]

In the expectation value of \(\cos^2\theta\), only their interference depends on time. Applying the recurrence twice gives \(\langle Y_{J+1,M}|\cos^2\theta|Y_{J-1,M}\rangle=a_{J+1}a_J\), so the interference term is \(2a_{J+1}^2a_J^2\cos\Omega t\).

To sum over \(M\), put \(j=J(J+1)\) and use

\[
\sum_M M^2=\frac{(2J+1)j}{3},\qquad \sum_M M^4=\frac{(2J+1)j(3j-1)}{15}.
\]

Then

\[
\sum_M\left[(J+1)^2-M^2\right]\left[J^2-M^2\right]
=(2J+1)j\left[j-\frac{2j+1}{3}+\frac{3j-1}{15}\right]
=\frac{2(2J+1)j(4j-3)}{15}.
\]

The denominator of \(a_{J+1}^2a_J^2\) is \((2J+1)^2(2J-1)(2J+3)=(2J+1)^2(4j-3)\), hence

\[
\sum_M2a_{J+1}^2a_J^2=\frac{4j}{15(2J+1)}.
\]

The total norm is \(\sum_M\langle\cos^2\theta\rangle_{JM}=(2J+1)/3\), because the \(M\)-averaged target is isotropic. Dividing, and using \(4j=(2J+1)^2-1\), gives an interference amplitude \(\frac15[1-(2J+1)^{-2}]\). At \(t=0\) the distribution is \(\cos^2\theta\), for which \(\langle\cos^2\theta\rangle=(1/5)/(1/3)=3/5\). Therefore

\[
\langle\cos^2\theta\rangle_t=\frac35-\frac15\left[1-\frac1{(2J+1)^2}\right](1-\cos\Omega t).
\]

Since \(\int_{-1}^1P_2^2\,dx=2/5\), \(\beta=5\langle P_2\rangle\), and the factor relative to \(\beta=2\) is

\[
G_J(t)=\frac52\langle P_2\rangle_t=1-\frac34\left[1-\frac1{(2J+1)^2}\right](1-\cos\Omega t).
\]

For large \(J\) this becomes \(\frac14+\frac34\cos2\omega t\) with \(\omega=(J+\frac12)\hbar/I_0\), the classical result of part (c).

For \(J=0\), \(G_0=1\) at all times. Capture then produces the single level \(J'=1\), and nothing is left to interfere. The same argument covers Σ→Π: \(J=0\) and \(l=1\) give only \(J'=1\), so \(\sin^2\theta\) survives as long as \(\Lambda\) stays a good quantum number. Axial recoil is thus sufficient for the two laws but not necessary for every initial state.

A room-temperature gas contains many levels. For the molecule of part (d), the classical formula with \(\tau=t\) gives these values:

| Delay (fs) | \(G\) | \(\beta\), Σ→Σ | \(\beta\), Σ→Π |
|---|---|---|---|
| 100 | 0.51 | 1.02 | −0.51 |
| 1000 | 0.24 | 0.48 | −0.24 |

The thermal sum of \(G_J\), without nuclear-spin weights, gives 0.51 and 0.25 for Σ→Σ. For Σ→Π, where the levels \(J'=J\) and \(J\pm1\) interfere, the quantum sum gives \(\beta=-0.51\) and \(-0.20\), so the classical value at 1000 fs is only a rough guide. The classical limit \(G\to1/4\) also fails at special long delays: for a rigid rotor all phases \(\Omega t\) are multiples of \(2\pi\) at \(t=2\pi I_0/\hbar=11.4\) ps, and the initial pattern returns even in a thermal gas. At half this time every \(\cos\Omega t\) equals \(-1\) and the Σ→Σ pattern is inverted, with \(\beta=-0.96\). Between the two tabulated delays, near 230 fs, \(G\) passes through its minimum of about 0.04 and the anisotropy nearly disappears. Further turning during the separation itself is left out here.

## (f) How pure must the p wave be, and what would be measured?

**Question.** Find the effect of a small s wave on Σ→Σ. Then estimate the higher waves in a homonuclear molecule at an electron energy of 5 eV, and the blur due to thermal motion of the target.

**Solution.** Let the s-wave amplitude be \(\epsilon\) times the p-wave amplitude, with relative phase \(\eta\). Apart from a constant,

\[
I\propto|\epsilon+\sqrt3\,e^{i\eta}\cos\theta|^2=\epsilon^2+3\cos^2\theta+2\sqrt3\,\epsilon\cos\eta\cos\theta .
\]

Integrated over \(\cos\theta\), the forward and backward halves give \(1+\epsilon^2\pm\sqrt3\,\epsilon\cos\eta\). Their difference divided by their sum is

\[
\mathcal A=\frac{\sqrt3\,\epsilon\cos\eta}{1+\epsilon^2}.
\]

For \(\epsilon=0.1\) and \(\eta=0\), the s wave carries 1% of the probability but produces an asymmetry of 17%. Interference is linear in the small amplitude.

In a homonuclear molecule with a g↔u change, only odd \(l\) contribute, so the first addition is \(l=3\). For an estimate, take the amplitude as the overlap of an undistorted plane wave with a two-centre orbital. Let \(g\) be a spherical function on each atom and \(\kappa=kR_0/2\). A displacement by \(\pm R_0/2\) along the axis multiplies the overlap by \(e^{\pm i\kappa\cos\theta}\). The σ\(_u\) orbital is the difference of the two functions, so

\[
I_\Sigma\propto\sin^2(\kappa\cos\theta).
\]

For π\(_u\), each atom carries \(g\) times a coordinate perpendicular to the axis, and the two functions add. That coordinate brings in the component of \(\hat{\mathbf k}\) along it. The squares for the two perpendicular directions sum to \(\sin^2\theta\):

\[
I_\Pi\propto\sin^2\theta\cos^2(\kappa\cos\theta).
\]

Both return to the p-wave laws as \(\kappa\to0\). At 5 eV, \(k=\sqrt{2m_eE_e}/\hbar=11.46\) nm⁻¹, with \(E_e\) the electron energy, and \(\kappa=0.687\). Projection on \(l=1\) shows that the p wave carries 99.96% of the Σ probability and 99.7% of the Π probability. Yet numerical integration gives \(\beta=1.92\) and \(-1.16\). The value below \(-1\) is allowed because a \(P_4\) term is now present. The ratio \(I_\Pi(45^\circ)/I_\Pi(90^\circ)\) falls from 0.50 to 0.39.

Thermal motion adds a random velocity to each fragment. For a target mass of 32 u its rms component is 279 m/s. Two components deflect the fragment, so \(\langle\delta^2\rangle\simeq2(279/3473)^2\), and \(P_2(\cos\delta)\simeq1-\frac32\delta^2\) gives

\[
1-3\left(\frac{279}{3473}\right)^2=0.981 .
\]

This deflection also has a random azimuth, so the factors multiply. For pure p waves,

\[
\beta_\Sigma=2(0.968)(0.981)=1.90,\qquad \beta_\Pi=-0.95 .
\]

The minima fill in: \(I_\Sigma(90^\circ)/I_\Sigma(0)=(1-\beta_\Sigma/2)/(1+\beta_\Sigma)=0.017\), and \(I_\Pi(0)/I_\Pi(90^\circ)=0.034\). The momentum of the captured electron gives the anion only 23 m/s, below 1% of the fragment speed. This leaves \(\beta\) practically unchanged but gives Σ→Π a forward–backward asymmetry of about 1%.

These parameters are round values chosen for illustration and describe no particular molecule. In this estimate higher partial waves change \(\beta_\Pi\) by 16%, more than the 5% from rotation and target motion together; for Σ→Σ the two effects are similar in size with the spherical functions used here, but a σ\(_u\) orbital made of p functions along the axis would give \(\beta=1.73\), a change of 14%. A real σ\(_u\) orbital mixes s and p functions and can depart further: the same plane-wave overlap with the empty 3σ\(_u\) Hartree–Fock orbital of O₂ at this bond length gives \(\beta\) between 1.2 and 1.4, depending on the basis set, while its 1π\(_u\) orbital gives \(-1.15\) to \(-1.16\). A real molecular field distorts the incident wave, so the 16% indicates a scale and is not a correction to apply. A solid resist breaks the assumption of a single beam direction. If electrons arrive equally from all sides, averaging \(P_2\) over their directions gives zero, and \(\beta=0\) whatever the symmetry of the anion.

Numerical values quoted here were computed with a short program.
